# Coulomb gap of a compensated impurity band from single-electron hops

Take donors of density \(n\), partly emptied by acceptors, all at random positions, with classical electrons at zero temperature. Lower the energy by moving one electron at a time, with periodic Coulomb interactions, until no move gains. This depletes the donor levels near the Fermi level. If occupied and empty sites are statistically mixed there, the self-consistent power law in three dimensions is

\[
g(\varepsilon)=C\varepsilon^2 ,
\]

with \(\varepsilon\) the distance from the Fermi level. This is the Efros-Shklovskii Coulomb gap.

In cells of 2000 donors, half compensated, the fitted exponent is \(1.94\pm0.13\) between 0.15 and 0.40 of the natural energy unit. Between 0.30 and 0.60 it is \(1.50\pm0.05\). The lower window agrees with the quadratic law, but it borders on a gap imposed by the finite cell, so the agreement may be partly accidental and proves nothing about the limit of zero energy. The scheme follows from asking what goes wrong with simpler ones.

## The model and the naive filling

Let \(K\) be the ratio of acceptors to donors. Each acceptor has taken an electron and carries charge \(-1\). An empty donor has charge \(+1\), an occupied one 0. A cube with \(N\) donors holds \((1-K)N\) electrons on donors and is neutral. Lengths are in \(n^{-1/3}\), so the side is \(L=N^{1/3}\), and energies are in

\[
E_c=\frac{e^2n^{1/3}}{4\pi\varepsilon_0\varepsilon_r}.
\]

In these units two unit charges interact with energy \(1/r\). Tunnelling, spin and double occupation are left out.

The naive scheme computes the potential at each donor once and fills the lowest levels. It fails because each electron changes the potential at all other donors. Levels must be updated after every move, and the energy of a move must be derived from the total energy.

## A potential that suits a periodic cell

A bare sum of \(1/r\) over the periodic images of one charge diverges, and for a neutral cell the total can depend on the order of summation. The Ewald potential \(v(\mathbf r)\) belongs to a unit charge, its images and a uniform neutralising background. For a cube of side 1, surround each point charge by an opposite Gaussian cloud of inverse width \(a\), and add the clouds back separately. A screened point charge gives \(\operatorname{erfc}(ar)/r\). The added clouds are smooth and are summed over reciprocal vectors \(\mathbf k\), without \(\mathbf k=0\). The screened part has the cell average

\[
4\pi\int_0^\infty r\,\operatorname{erfc}(ar)\,dr=\frac{\pi}{a^2},
\]

which is subtracted so that \(v\) averages to zero:

\[
v(\mathbf r)=\sum_{\mathbf m}\frac{\operatorname{erfc}(a|\mathbf r+\mathbf m|)}{|\mathbf r+\mathbf m|}
+\sum_{\mathbf k\ne0}\frac{4\pi}{k^2}e^{-k^2/4a^2}\cos(\mathbf k\cdot\mathbf r)-\frac{\pi}{a^2}.
\]

Here \(\mathbf m\) runs over integer vectors. Omitting \(\mathbf k=0\) corresponds to a conducting outer boundary, with no surface term from the cell's dipole. For side \(L\), distances are divided by \(L\) and the result is multiplied by \(1/L\).

A charge also feels its own images. Their contribution, with the background, is

\[
\xi=\lim_{r\to0}\left[v(\mathbf r)-\frac1r\right]=-\frac{2.837297}{L}.
\]

As a test, the potential at an ion of rock salt with cell edge 1 was built from \(v\) and \(\xi\), and also by direct summation over a cube of ions with reduced weights on its surface. Both give \(-3.49513\).

With \(v_{ii}=\xi\), the energy of a charge configuration is

\[
E=\frac12\sum_{i,j}q_iq_jv_{ij}.
\]

Now define \(w_{ij}=v_{ij}-\xi\), so that \(w_{ii}=0\). The potential at site \(i\) is

\[
\phi_i=\sum_jq_jv_{ij}=\sum_jq_jw_{ij}+\xi\sum_jq_j=\sum_jq_jw_{ij},
\]

because the cell is neutral. An electron has charge \(-1\), so its level is

\[
\varepsilon_i=-\sum_jq_jw_{ij}.
\]

This is the energy of one electron in the potential of the whole periodic configuration. The images of the charge already on site \(i\) belong to that configuration; the test electron has no images.

A tempting alternative defines levels by \(-\sum_{j\ne i}q_jv_{ij}\), leaving out a site's own images. For an occupied donor, \(q_i=0\), nothing changes. For an empty donor, \(q_i=1\), the level becomes \(\varepsilon_i+\xi\), which is too low by \(2.837/L\). In a cell with \(L=12.599\) that is \(0.225E_c\), while the mean distance from highest occupied to lowest empty level is \(0.265E_c\) in the correct convention. Applied to the same final states, the wrong one would reduce this distance to about \(0.04E_c\).

## The energy of a hop

Move an electron from occupied donor \(i\) to empty donor \(j\). Then \(\delta q_i=+1\) and \(\delta q_j=-1\). Since \(E\) is quadratic in the charges,

\[
\Delta E=\sum_k\delta q_k\phi_k+\frac12\sum_{k,l}\delta q_k\,\delta q_l\,v_{kl}
=\phi_i-\phi_j+\frac12(\xi+\xi-2v_{ij}).
\]

With \(\phi=-\varepsilon\) and \(\xi-v_{ij}=-w_{ij}\),

\[
\boxed{\Delta E=\varepsilon_j-\varepsilon_i-w_{ij}}
\]

The last term is the attraction between the electron and the hole it leaves. The level \(\varepsilon_j\) was computed with the electron still at \(i\), so it contains a repulsion that disappears when the electron moves.

After the hop all levels change by

\[
\delta\varepsilon_k=-(w_{ki}-w_{kj})=w_{kj}-w_{ki}.
\]

At the two sites this gives \(\varepsilon_i\to\varepsilon_i+w_{ij}\) and \(\varepsilon_j\to\varepsilon_j-w_{ij}\). The reverse hop then costs

\[
(\varepsilon_i+w_{ij})-(\varepsilon_j-w_{ij})-w_{ij}=\varepsilon_i-\varepsilon_j+w_{ij}=-\Delta E,
\]

as it must.

## Why sorting is not enough

A better scheme than one-time filling moves an electron whenever \(\varepsilon_j<\varepsilon_i\) and updates the levels. Each move has \(\Delta E<-w_{ij}<0\), so the energy falls. It stops when every occupied level lies below every empty one. That state can still be unstable: if \(\varepsilon_j-\varepsilon_i\) is positive but smaller than \(w_{ij}\), the hop gains energy.

The remedy is a second stage:

1. Start from a random filling and sort until \(\varepsilon_j\ge\varepsilon_i\) for all occupied \(i\) and empty \(j\).
2. For each occupied \(i\), find the empty \(j\) with the smallest \(\varepsilon_j-w_{ij}\). Hop if this is below \(\varepsilon_i\), and update all levels.
3. Repeat step 2 until a full pass makes no hop.

The energy falls at every hop, so no configuration recurs. There are finitely many configurations, so the procedure ends. With a stored matrix \(w_{ij}\), a search for one electron and an update after one hop each take a number of operations proportional to \(N\). In the large cells, with 1000 electrons each, sorting took 581 hops on average and the second stage 154.

Positions and donor and acceptor roles were held fixed between the stages. The mean density of states within \(0.3E_c\) of the Fermi level fell from 0.058 to 0.027 \(n/E_c\). Sorting with updated levels already leaves a depletion; including the electron-hole attraction about halves what remains.

The final state satisfies

\[
\varepsilon_j-\varepsilon_i\ge w_{ij}\qquad(i\text{ occupied},\ j\text{ empty}).
\]

The ground state satisfies this too, since otherwise a hop would lower it. The converse fails: moving two electrons together may gain when neither move gains alone. In 60 cells of 12 donors and 6 acceptors, all fillings were enumerated. The descent missed the ground state in 4, and the mean excess over all 60 was \(0.008E_c\) per cell. These small cells do not tell how far a large cell ends above its ground state.

## What the periodic cell does to the gap

In the periodic calculation all images of an electron hop together. One wants stability against a single hop in an infinite solid, which costs \(\varepsilon_j-\varepsilon_i-1/r\). Near the origin the background gives \(\nabla^2(v-1/r)=4\pi/L^3\), and cubic symmetry makes the quadratic term isotropic:

\[
w(r)=\frac1r+\frac{2\pi r^2}{3L^3}+\dots
\]

The correction is positive at this order. On a grid of spacing \(L/96\) covering all nearest-image displacements, \(w\ge1/r\) throughout. The periodic state is therefore also stable against one isolated hop to a nearest image, as far as the grid shows. A hop to a more distant image gains a smaller attraction, so it is stable too.

The periodic condition is, however, too strict at long distance. The least value of \(w\), found on the grid at the body centre of the cell, is \(2.035/L\). Every occupied-empty pair must be at least this far apart in energy, which produces a hard gap that an infinite sample lacks. For 2000 donors it is

\[
\frac{2.035}{12.599}=0.162\,E_c .
\]

With the Fermi level at the middle of the gap, there are no states within \(0.081E_c\) of it. Most of the width of the lowest histogram bin, from 0 to 0.1, is therefore empty whatever the density in an infinite sample.

At higher energies the distortion is small. For two levels \(0.3E_c\) apart the critical distance is \(r=1/0.3=3.33\), and the quadratic correction is \(2.094\times11.1/2000=0.012E_c\), or 4% of 0.3.

## From stability to a quadratic density

For an infinite sample, measure \(\varepsilon\) and \(\varepsilon'\) as positive distances from the Fermi level, one on the empty side and one on the occupied side. Stability requires

\[
\varepsilon+\varepsilon'\ge\frac1r,\qquad\text{or}\qquad r\ge\frac1{\varepsilon+\varepsilon'}.
\]

This inequality alone does not fix \(g\). It restricts pairs of opposite occupation, while sites of equal occupation could cluster. A closure is needed. Assume equal densities \(g\) on the two sides of the Fermi level, and opposite sites distributed independently in space. A site at \(\varepsilon\) then survives only if no opposite site at \(\varepsilon'\) lies in a ball of volume \((4\pi/3)(\varepsilon+\varepsilon')^{-3}\). The expected number of such sites is the integral of this volume times \(g(\varepsilon')\), and the probability of finding none is the exponential of minus that number:

\[
g(\varepsilon)=g_0\exp\left[-\frac{4\pi}{3}\int_0^\infty\frac{g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^3}\right].
\]

Here \(g_0\) is the density without exclusion. This is a mean-field estimate, because it neglects correlations among the excluding sites.

Try \(g=C\varepsilon^p\) up to a cutoff \(A\). With \(\varepsilon'=\varepsilon x\), the integral is

\[
C\varepsilon^{p-2}\int_0^{A/\varepsilon}\frac{x^p}{(1+x)^3}\,dx .
\]

For \(p<2\) the \(x\)-integral converges as \(\varepsilon\to0\), and the prefactor diverges. The right side of the closure then vanishes faster than any power, contrary to the trial. For \(p>2\) large \(x\) dominates, and the whole expression tends to \(CA^{p-2}/(p-2)\). The density then stays finite at zero energy, again contrary to the trial. For \(p=2\), put \(u=1+x\):

\[
\int_1^{1+A/\varepsilon}\left(\frac1u-\frac2{u^2}+\frac1{u^3}\right)du
\simeq\ln\frac A\varepsilon-\frac32 .
\]

The exponential becomes proportional to \(\varepsilon^{4\pi C/3}\). Equating this power to 2 gives

\[
C=\frac{3}{2\pi}=0.477\ \frac{n}{E_c^3}.
\]

Among pure powers the quadratic is thus the consistent one. Since \(E_c^3\) is proportional to \(n\), the unit \(n/E_c^3=(4\pi\varepsilon_0\varepsilon_r/e^2)^3\) does not contain the donor density: in this closure the limiting amplitude at zero energy depends on the permittivity alone.

The amplitude is less secure than the power. If the exclusion of each pair is shared equally between its two sites, the exponent is halved and \(C\) doubles to \(3/\pi=0.955\), while \(p=2\) remains.

The same argument covers a layer of donors with \(1/r\) interactions. The ball becomes a disc of area \(\pi(\varepsilon+\varepsilon')^{-2}\), the logarithm appears at \(p=1\), and \(\pi C=1\). The gap is then linear.

The closure needs both kinds of site. At \(K=0\) all donors are occupied and neutral, and at \(K=1\) all are empty. Neither limit has an occupied-empty pair, so neither has a gap of this origin.

## Reading the simulated density

The example has \(K=0.5\), with 2000 donors and 1000 acceptors per cell. Six sets of positions were each used twice with reshuffled roles. The Fermi level is the midpoint between the highest occupied and lowest empty level of each cell, and \(g\) is averaged over both sides. No symmetry makes the occupied and empty sides equal, and the average hides a sizeable difference: at \(0.35E_c\) the occupied side has about 0.13 and the empty side about 0.10 \(n/E_c\), whereas the closure assumes equal densities. Quoted uncertainties come from leaving out one position set at a time; they do not include finite-size bias or the choice of descent. New samples relaxed in a different order move the exponents of the two upper windows by about 0.2 and the amplitude by about 0.04.

A direct check of the quadratic law divides the density in each bin by the bin average of \(\varepsilon^2\), which is \(\varepsilon_m^2+0.1^2/12\) for midpoint \(\varepsilon_m\) and width 0.1. At \(\varepsilon_m=0.25\) this gives \(0.0621/0.0633=0.98\).

| Midpoint (\(E_c\)) | \(g\) (\(n/E_c\)) | \(g/\overline{\varepsilon^2}\) |
|---|---|---|
| 0.15 | 0.019 | 0.83 |
| 0.25 | 0.062 | 0.98 |
| 0.35 | 0.109 | 0.88 |
| 0.45 | 0.158 | 0.77 |
| 0.55 | 0.221 | 0.73 |
| 0.95 | 0.301 | 0.33 |

The ratio varies by less than a fifth over the first three bins, while \(g\) itself grows more than fivefold. Above \(0.4E_c\) the ratio falls steadily as the density approaches a broad maximum near \(0.30n/E_c\).

The fitted exponents show the same change: \(1.94\pm0.13\) in 0.15-0.40, \(1.56\pm0.12\) in 0.20-0.50 and \(1.50\pm0.05\) in 0.30-0.60. The lowest window deserves caution. It begins just above half the mean gap, \(0.265/2=0.13E_c\), so missing states near its lower edge may steepen the fit. Its agreement with 2 may be partly accidental.

The closure offers a reason for exponents below 2 at higher energy. Differentiating its logarithm gives

\[
\frac{d\ln g}{d\ln\varepsilon}=4\pi\varepsilon\int_0^\infty\frac{g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^4}.
\]

Insert \(C\varepsilon'^2\) below \(A\) and the constant \(CA^2\) above it. The two parts of the integral, including the factor \(\varepsilon\), are

\[
\frac C3\frac{A^3}{(A+\varepsilon)^3}\quad\text{and}\quad\frac C3\frac{A^2\varepsilon}{(A+\varepsilon)^3}.
\]

With \(4\pi C/3=2\), the slope is

\[
\frac{d\ln g}{d\ln\varepsilon}=\frac{2A^2}{(A+\varepsilon)^2}.
\]

For this trial density it reaches 2 only as \(\varepsilon/A\to0\). The density that solves the closure exactly need not follow this formula. Taking the simulated maximum of 0.30 as the constant, with \(C=0.477\), \(A=0.79\), and the slope at \(\varepsilon=0.35\) is about 1.0. The simulated slope is larger, so this estimate gives the direction of the deviation but not its size. Solving the closure numerically, with \(g_0=0.40\) up to \(2E_c\) so that \(g(0.95)=0.30\), gives slopes of 1.1, 1.4, 1.8 and 2.7 at \(\varepsilon=0.45\), 0.35, 0.25 and 0.10. The slope passes through 2 and overshoots, and \(g/\varepsilon^2\) swings slowly about 0.477 on a logarithmic energy scale: 1.1 at 0.25, 0.20 at 0.01 and 0.54 at 0.001. A slope near 2 at \(0.2E_c\) is therefore no sign that the low-energy limit has been reached. That the flattening of the density causes the low exponents remains a conjecture.

If a quadratic is imposed between 0.20 and 0.50, the amplitude is \(0.84\pm0.02\,n/E_c^3\). It lies between the two closure values, but those are zero-energy limits; the solved closure with \(C=0.477\) has \(g/\varepsilon^2\) between about 0.8 and 1.1 in most of this window. Because the fitted exponent in that window is 1.56, this is an average amplitude there and not its limit at zero energy.

Cell size gives a further check, but a weak one. For a quadratic density, one level is expected on each side within \(\Delta\) when \(L^3C\Delta^3/3=1\). With \(C=0.84\), \(\Delta=1.53/L\), and the full gap is about \(0.24E_c\) for 2000 donors. The simulated mean is 0.265. With 250 donors the side is halved and the mean gap is 0.513, so the gap falls as \(L^{-0.95}\). The hard gap also scales as \(1/L\), and would impose this scaling even on a constant density. The size dependence therefore does not confirm the quadratic law. That requires a window moved to lower energy: halving its lower edge at fixed distortion takes eight times as many donors and 64 times the matrix storage.

## Compensated silicon

Consider silicon with \(10^{17}\ \mathrm{cm^{-3}}\) phosphorus donors, half compensated by boron. The strong compensation is chosen to match the simulated \(K=0.5\). Rough typical inputs are \(\varepsilon_r=11.7\), a donor binding energy of 45 meV, and transverse and longitudinal masses of 0.19 and 0.92 electron masses. The donor spacing \(n^{-1/3}\) is 21.5 nm and \(E_c=5.71\) meV. The model density, averaged over the occupied and empty sides, reaches half its peak at \(0.437E_c\), so the half-width of this averaged gap is \(0.437\times5.71=2.5\) meV. The two sides need not have the same width. At 1 K the thermal energy is 0.086 meV, about 3% of this. The hard gap of the simulated cell is 0.92 meV, equivalent to 10.7 K, so the simulation does not resolve the levels within the thermal energy of the Fermi level at 1 K.

The assumption most clearly broken is that of classical point sites. For two hydrogen-like orbitals at distance \(R\), in units of their decay length \(a\), half the level splitting, estimated by combining the two undistorted orbitals, is

\[
t\simeq e^{-R}\left[(1+R)-\frac1R\left(1+R+\frac{R^2}{3}\right)\right]=e^{-R}\left(\frac{2R}{3}-\frac1R\right),
\]

in units of \(e^2/(4\pi\varepsilon_0\varepsilon_ra)\). The first term is the attraction to one donor taken between the two orbitals. The second is the overlap times the attraction of one orbital to the other donor, and smaller exponentials are dropped. The binding energy and the harmonic mean mass, 0.26 electron masses, give \(a=1.81\) nm. The estimate is rough: its energy unit is 68 meV rather than twice the binding energy, and the interference of the six conduction valleys of silicon is ignored. At the distance \(n^{-1/3}\), \(t=0.004\) meV, or 0.014 meV with the larger transverse decay length of 2.11 nm. The nearest donor is much closer, on average at \(0.554n^{-1/3}=11.9\) nm, where \(t=0.40\) or 0.73 meV, 16% or 29% of the half-width. With \(a=1.81\) nm, 59% of donors have a neighbour with \(t\) above a tenth of the half-width. But 15% of donors have another donor within \(4a\), and at a distance of \(4a\) the formula gives about 3 meV. Levels of such pairs can move by an energy comparable to the half-width or larger, and the classical density is unreliable for them.

Two other omissions have smaller estimated effects. Neutral donors of density \(n/2\) raise the permittivity, and lower \(E_c\), by about one per cent. The hydrogen polarisability \(4.5a^3\) with \(a=1.81\) nm gives 1.7%, but that form assumes \(a\) is the effective Bohr radius; a donor bound to 45 meV by a short-range core gives about 0.65%. Putting a second electron on a donor costs roughly the binding energy, \(7.9E_c\), if the weak binding of that electron is neglected. The calculation also assumes zero field. A field of 1.2 kV/cm tilts donors one mean spacing apart by the half-width. Longer hops along the field gain more energy, so weaker fields can already disturb levels near the Fermi level. The numerical output follows.

## Values computed for the example and the checks

```
Ewald self-image value xi*L: -2.837297
rock-salt potential, Ewald / direct: -3.49513 / -3.49513
largest interpolation error (units 1/L): 1.9e-04
least w times L (body centre): 2.03536
small cells: 60 tried, 4 missed the ground state
small cells: mean energy excess 0.0081 E_c
compensation K: 0.5; donors per cell: 2000 and 250
cell sides: 12.599 and 6.300 n^(-1/3)
samples: 12 large (6 position sets), 48 small
mean hops, sorting / pair stage: [581. 154.]
hard-gap floor, large / small: 0.1615 / 0.3231 E_c
mean gap, large / small cell: 0.2647 / 0.5129 E_c
gap falls as L^-s with s: 0.95
g at 0.05 E_c: 0.00000 n/E_c
g at 0.15 E_c: 0.01937 n/E_c
g at 0.25 E_c: 0.06208 n/E_c
g at 0.35 E_c: 0.10854 n/E_c
g at 0.45 E_c: 0.15750 n/E_c
g at 0.55 E_c: 0.22062 n/E_c
g at 0.65 E_c: 0.25208 n/E_c
g at 0.75 E_c: 0.27375 n/E_c
g at 0.85 E_c: 0.29812 n/E_c
g at 0.95 E_c: 0.30104 n/E_c
exponent in 0.15-0.40 E_c: 1.94 +- 0.13
exponent in 0.20-0.50 E_c: 1.56 +- 0.12
exponent in 0.30-0.60 E_c: 1.50 +- 0.05
amplitude C, 0.20-0.50 E_c: 0.841 +- 0.016 n/E_c^3
amplitude C from the closure: 0.4775 n/E_c^3
closure slope for p=1.5, 2, 2.5: 117.8, 1.9994, 0.058
mean g below 0.3 E_c, sorted only: 0.0581 n/E_c
mean g below 0.3 E_c, hop-stable: 0.0272 n/E_c
half-width of gap at half peak: 0.437 E_c
Si inputs: n 1e+17 cm^-3, eps_r 11.7, binding 45.0 meV
Si masses, transverse / longitudinal: 0.19 / 0.92 m_e
donor spacing n^(-1/3): 21.54 nm
energy unit E_c: 5.713 meV
half-width of gap: 2.50 meV
hard-gap floor of large cell: 0.923 meV
floor as temperature: 10.71 K
thermal energy at 1 K: 0.0862 meV
decay length, mean / transverse mass: 1.81 / 2.11 nm
tunnelling at mean spacing: 0.00362 / 0.01445 meV
donors with a donor within 4 decay lengths: 14.7 %
donor polarisability: 4.500 decay lengths cubed
permittivity rise from neutral donors: 1.68 % of eps_r
binding energy over E_c (double occupation): 7.9
field tilting neighbours by half-width: 1.16 kV/cm
```
